\section*{The Blech threshold from zero electromigration flux and sustainable stress}

Suppose the lifetime of a metal stripe is estimated from the electron wind alone. With the model parameters used below, the wind moves the cathode edge at about 20 nm/h, so a stripe 8 µm long should be consumed in about 400 h. In the same model with stress included, its edge moves by only about 20 nm in all and then stops. The opposite error is also possible. If one adds the largest tension and the largest compression that a line can bear and lets the wind work against the whole sum, a closed line of 15 µm at the same current density appears safe, yet it reaches its tensile limit in 0.56 h. The first estimate leaves out the stress that the moved atoms build up; the second misjudges how much of that stress the line can use.

Take a straight line of length $L$ with its cathode at $x=0$ and its anode at $x=L$, so that $x$ points along the electron flow. Let $j$ be the magnitude of the current density, $\rho$ the resistivity and $\Omega$ the atomic volume. The effective charge of a migrating atom is $-Ze$ with $Z>0$, which combines the direct force of the field and the momentum transfer from the electrons. The electric field has magnitude $\rho j$ and points towards the cathode; the negative effective charge reverses the force, which therefore points towards the anode with magnitude
\begin{equation}
f=Ze\rho j .
\end{equation}
The mechanical state is described by one scalar stress $\sigma(x)$, positive in tension. The strains are small, and $j$, $\rho$, $Z$ and the temperature $T$ are uniform.

The force due to stress follows from the elastic energy. Consider a cell of $M$ atomic sites into which $n$ extra atoms have been brought, and let $s=n/M$. The surroundings confine the cell, so extra atoms compress it:
\begin{equation}
\sigma=\sigma_0-Bs=\sigma_0-\frac{Bn}{M},
\end{equation}
where $\sigma_0$ is the initial stress and $B$ a constant effective modulus of the metal and its confinement. The elastic energy of the cell is $E=M\Omega\sigma^2/(2B)$. Its change per added atom is the stress-dependent part of the chemical potential,
\begin{equation}
\mu=\frac{dE}{dn}=\frac{M\Omega\sigma}{B}\,\frac{d\sigma}{dn}
=\frac{M\Omega\sigma}{B}\left(-\frac{B}{M}\right)=-\Omega\sigma .
\end{equation}
An atom lowers the energy by entering a region under tension. Any further part of the chemical potential that is the same all along the line drops out of the differences below.

Let an atom hop between neighbouring planes a distance $a$ apart, with rate $\nu$ in each direction when there is no bias. A forward hop gains the work $fa$ from the wind and costs $\Delta\mu=\mu(x+a)-\mu(x)$. If half of the energy difference acts at the top of the barrier, the forward and backward rates are $\nu e^{\pm(fa-\Delta\mu)/(2kT)}$, and the net rate per atom is
\begin{equation}
r=2\nu\sinh\!\left(\frac{fa-\Delta\mu}{2kT}\right).
\end{equation}
It vanishes when $\Delta\mu=fa$, whatever the size of $fa/kT$. For a small argument, $2\sinh(y/2)\simeq y$. With $\Delta\mu\simeq a\,\partial\mu/\partial x=-a\Omega\,\partial\sigma/\partial x$ this gives
\begin{equation}
r\simeq\frac{\nu a}{kT}\left(f+\Omega\frac{\partial\sigma}{\partial x}\right).
\end{equation}
A plane holds $a/\Omega$ atoms per unit area, and the diffusivity of this walk is $D=\nu a^2$. The flux $J=(a/\Omega)r$, in atoms per area and time, is therefore
\begin{equation}
J=\frac{D}{kT}\left(G+\frac{\partial\sigma}{\partial x}\right),
\qquad G=\frac{f}{\Omega}=\frac{Ze\rho j}{\Omega}.
\label{flux}
\end{equation}
The quantity $G$ is the wind force expressed as a stress gradient.

If the flux is zero everywhere, then $\partial\sigma/\partial x=-G$ at every point. Integration from cathode to anode gives
\begin{equation}
\sigma(0)-\sigma(L)=GL=\frac{Ze\rho jL}{\Omega}.
\label{difference}
\end{equation}
This is also an energy balance: the wind does work $fL$ on an atom carried from one end to the other, and the stress charges $\Omega[\sigma(0)-\sigma(L)]$ for the same transfer. If $\Delta\sigma_{\max}$ is the largest stress difference with which the line can come to rest, the flux can vanish as long as
\begin{equation}
jL\le (jL)_c=\frac{\Omega\,\Delta\sigma_{\max}}{Ze\rho}.
\label{blech}
\end{equation}
This is the Blech threshold. The diffusivity has cancelled, since it sets how fast the balance is reached and not where it lies. Temperature does not appear explicitly either, although in a real line it can enter through $\rho$, $Z$, the initial stress and the stress limits.

What remains is $\Delta\sigma_{\max}$. Let the metal bear tension up to $\sigma_t$ and compression up to magnitude $\sigma_c$, so that $-\sigma_c\le\sigma\le\sigma_t$. The difference in (\ref{difference}) can then never exceed $\sigma_t+\sigma_c$, but zero flux fixes the slope of the profile and not its height. The height comes from the boundary conditions.

Consider first a closed line without voids, whose ends let no atoms through, with uniform initial stress $\sigma_0$ inside the limits. The total number of atoms is conserved, so the average of $s$ stays zero and the average stress stays $\sigma_0$. Writing the resting profile as $\sigma=A-Gx$, its average is $A-GL/2$. Setting this equal to $\sigma_0$ gives $A=\sigma_0+GL/2$ and
\begin{equation}
\sigma(x)=\sigma_0+G\left(\frac L2-x\right).
\label{closed}
\end{equation}
The cathode stress $\sigma_0+GL/2$ must not exceed $\sigma_t$, hence $GL\le2(\sigma_t-\sigma_0)$. The anode stress $\sigma_0-GL/2$ must not fall below $-\sigma_c$, hence $GL\le2(\sigma_c+\sigma_0)$. Both conditions must hold, so
\begin{equation}
\Delta\sigma_{\max}=2\min(\sigma_t-\sigma_0,\ \sigma_c+\sigma_0).
\label{window}
\end{equation}
The smaller of two numbers is at most their mean, so the right-hand side is at most $\sigma_t+\sigma_c$. Equality requires $\sigma_t-\sigma_0=\sigma_c+\sigma_0$, that is $\sigma_0=(\sigma_t-\sigma_c)/2$, midway between the limits. Where the tensile limit governs, every MPa of residual tension costs 2 MPa of usable stress difference.

The second case is a stripe, initially free of stress, whose cathode end is a free surface. Neglecting capillarity, that surface holds no stress, so $\sigma(0)=0$. The resting profile is $\sigma=-Gx$, the anode stress is $-GL$, and
\begin{equation}
\Delta\sigma_{\max}=\sigma_c .
\end{equation}
The tensile limit plays no part, because the resting stripe is nowhere in tension.

A line whose resting state lies within the limits could still fail on the way there. To exclude this, let $D$ be uniform. Conservation of atoms reads $\partial s/\partial t=-\Omega\,\partial J/\partial x$. Multiplying by $-B$ and inserting (\ref{flux}), in which $G$ is constant, gives
\begin{equation}
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=\frac{DB\Omega}{kT}.
\label{diffusion}
\end{equation}
The combination $w=G+\partial\sigma/\partial x$, which is proportional to the flux, obeys the same diffusion equation, as one sees by differentiating (\ref{diffusion}) with respect to $x$. In the closed line $w$ starts at $G$ and is held at zero at both ends. Diffusion without sources creates no new maxima or minima, so $0\le w\le G$. From $w\le G$ it follows that $\partial\sigma/\partial x\le0$: the largest tension is at the cathode and the largest compression at the anode. Since $w$ is zero at the ends and not negative inside, $\partial w/\partial x\ge0$ at the cathode and $\le0$ at the anode. With $\partial\sigma/\partial t=\kappa\,\partial w/\partial x$, the cathode stress can only rise and the anode stress can only fall towards the values in (\ref{closed}). The resting state is the worst one.

For the stripe, $\sigma(0)=0$ at all times makes $\partial w/\partial x=0$ at the cathode, while $w=0$ at the anode. Again $0\le w\le G$, so the stress is nowhere positive, and $\sigma(L,t)=\int_0^L(w-G)\,dx\ge-GL$. The resting state is the worst one here too.

Above the threshold, the closed line has a finite time to failure. Expand $w$ in sine functions, which vanish at both ends. The coefficient of $\sin(n\pi x/L)$ at $t=0$ is
\begin{equation}
\frac2L\int_0^L G\sin\frac{n\pi x}{L}\,dx=\frac{2G}{n\pi}(1-\cos n\pi),
\end{equation}
which is $4G/(n\pi)$ for odd $n$ and zero for even $n$. Each term decays as $e^{-n^2\pi^2\kappa t/L^2}$, so at the cathode
\begin{equation}
\frac{\partial\sigma(0,t)}{\partial t}=\kappa\left.\frac{\partial w}{\partial x}\right|_{0}
=\frac{4\kappa G}{L}\sum_{n\ \mathrm{odd}}e^{-n^2\pi^2\kappa t/L^2}.
\end{equation}
Integrating from $t$ to infinity gives the rise still to come. Subtracting it from the final value $\sigma_0+GL/2$ leaves
\begin{equation}
\sigma(0,t)=\sigma_0+GL\left[\frac12-\sum_{n\ \mathrm{odd}}\frac{4}{n^2\pi^2}\,e^{-n^2\pi^2\kappa t/L^2}\right].
\label{series}
\end{equation}
At $t=0$ the sum is $(4/\pi^2)(\pi^2/8)=1/2$, and the stress is $\sigma_0$, as it must be. If $\sigma_0+GL/2>\sigma_t$, the continuous rise crosses $\sigma_t$ at a finite time; at equality the limit is approached but not reached in finite time.

The stripe shows the threshold as a motion that stops. Below it, the atoms that leave the cathode edge are stored in the compressed metal, where $s=-\sigma/B=Gx/B$ at rest. Each carries its volume $\Omega$, so the edge recedes by
\begin{equation}
\delta=\int_0^L s\,dx=\frac{GL^2}{2B}.
\label{shift}
\end{equation}
Above the threshold, suppose that the anode yields and holds $\sigma(L)=-\sigma_c$ while the surplus metal is pushed out. The steady solution of (\ref{diffusion}) is linear, $\sigma=-\sigma_cx/L$, and the edge recedes at
\begin{equation}
v=\Omega J=\frac{D\Omega}{kT}\left(G-\frac{\sigma_c}{L}\right)
=\frac{DZe\rho}{kT}\,(j-j_c),\qquad j_c=\frac{\Omega\sigma_c}{Ze\rho L}.
\label{drift}
\end{equation}
The last form follows by taking the factor $Ze\rho/\Omega$ out of the bracket. Both (\ref{shift}) and (\ref{drift}) treat $L$ as fixed while the stress settles. Over longer times the drifting stripe shortens, $j_c$ grows as $1/L$, and the velocity falls towards zero as $L$ approaches its critical value.

For numbers, take round model parameters: $Z=4$, $\rho=3$ µΩ cm, $\Omega=0.012$ nm$^3$, $j=2$ MA/cm$^2$, $T=500$ K, $D=10^{-16}$ m$^2$/s, $B=50$ GPa, $\sigma_t=200$ MPa and $\sigma_c=400$ MPa. The closed line starts with a residual tension $\sigma_0=50$ MPa. The wind force is $3.845\times10^{-16}$ N per atom; divided by $\Omega$, it gives $G=32.04$ MPa/µm.

For the closed line, (\ref{window}) gives $\Delta\sigma_{\max}=2\min(150,450)=300$ MPa. The critical length is $300/32.04=9.36$ µm, and the threshold product is
\begin{equation}
(jL)_c\simeq1870\ \mathrm{A/cm}=1.87\times10^{5}\ \mathrm{A/m}.
\end{equation}
For the stripe, $\Delta\sigma_{\max}=400$ MPa, which gives 12.48 µm and about 2500 A/cm. The sum of the limits, 600 MPa, would give about 3740 A/cm, twice the true value for this closed line.

A closed line of 8 µm has $GL=256$ MPa. It comes to rest with $50+128=178$ MPa at the cathode and $50-128=-78$ MPa at the anode, both within the limits. At 15 µm, $GL=481$ MPa, and the cathode would have to reach 290 MPa. The limit of 200 MPa is met when the bracket in (\ref{series}) equals $150/481=0.312$. With $L^2/\kappa=7.19$ h, the $n=1$ term alone gives
\begin{equation}
t\simeq\frac{7.19\ \mathrm{h}}{\pi^2}\,\ln\frac{4/\pi^2}{0.5-0.312}\simeq0.56\ \mathrm{h}.
\end{equation}
The full series gives the same value to this accuracy; at that time the $n=3$ term is smaller than the first by a factor of several thousand.

If a void then opens across the cathode end while the current is carried past it, the end becomes a free surface. A resting state would need $-481$ MPa at the anode, beyond the compressive limit, so the void cannot come to rest at this length. A closed line between 9.36 and 12.48 µm behaves differently: it reaches the tensile limit, but after the void has formed there is a resting state within the compressive limit. The threshold for forming a void and the threshold for its continued growth are separate conditions. Here they are $GL=300$ and 400 MPa; with the same limits and no initial stress, both would be 400 MPa.

The 8 µm stripe comes to rest with $-256$ MPa at its anode. Its edge has moved by $256\times8/(2\times50\,000)$ µm, or 20.5 nm, about 0.26\% of its length. For the 15 µm stripe the back stress gradient is $400/15=26.7$ MPa/µm, which leaves 5.4 of the 32.0 MPa/µm to drive the motion. The velocity drops from 20.1 nm/h without back stress to 3.4 nm/h. While the stress settles at fixed $L$, the edge moves faster than this final value, but never faster than with the wind alone, because $w\le G$ holds here too. During the time $L^2/\kappa$ it therefore moves by less than 150 nm, about 1\% of 15 µm. Treating $L$ as fixed is therefore a fair first approximation, but the velocity is a small difference and reacts more strongly than $L$ itself: with the edge allowed to move, it is about 3.3 nm/h once the stress has settled and 3.2 nm/h after 30 h. The shift of the 8 µm stripe likewise becomes 20.4 nm.

The threshold was also tested without using the linear flux law. In a chain of sites with the elastic energy above, atoms hopped at the full $\sinh$ rates, with a different random rate on each bond, until the chain was at rest. A search for the length at which an end stress met its limit reproduced (\ref{blech}) with (\ref{window}) to within one part in $10^4$. With $\sigma_0=-100$ MPa, midway between the limits, the threshold rose to about 3740 A/cm, the upper bound. With $-150$ MPa it was about 3120 A/cm, because the anode now governs and $\Delta\sigma_{\max}=2\times250=500$ MPa. Changing the temperature from 500 to 400 K with the other parameters fixed left the threshold unchanged. Separate solutions of the diffusion problem tested the rise of the cathode stress, the failure time, the edge shift and the drift velocity; the values are in the numerical output.

The random bond rates illustrate that a nonuniform diffusivity leaves the resting profile alone, since (\ref{flux}) vanishes at the same slope for any positive $D$. The proof that the resting state is the worst one did assume uniform $D$, and it does not carry over unchanged. In the stripe, for example, a short slow section at the cathode acts for a while like a closed end, and a transient tension approaching $GL/2$ can build up behind it. Times and velocities also depend on uniform $D$. Here $\Omega\sigma/kT$ is 0.35 at 200 MPa and 0.70 at 400 MPa. If $D$ varies as $e^{\Omega\sigma/kT}$, as for diffusion by vacancies, with the value above taken at zero stress, the time to the tensile limit becomes about 0.49 h and the drift velocity of the 15 µm stripe about 2.3 nm/h, while the resting profiles and the thresholds stay the same. The threshold itself loses its basis when the stress cannot be held. If atoms leak through both ends into surroundings at the same stress, the flux never vanishes. With uniform $D$ and ends that pass atoms freely, no stress gradient remains and the flux keeps its full value; ends that resist the leak leave a partial gradient and a reduced flux. If creep keeps relaxing the stress, a flux must continue in order to maintain the gradient. In both cases a product $jL$ below (\ref{blech}) no longer guarantees that the line comes to rest. A leak at one end only is different: the sealed end still brings the flux to zero, but the leaking end now sets the height of the stress profile. If the anode is held at $\sigma_0$ in this way, the cathode must rest at $\sigma_0+GL$, and the tensile limit allows only $GL\le\sigma_t-\sigma_0$, half of what it allows in the closed line.

\section*{Computed values}
\begin{verbatim}
effective charge number magnitude Z: 4
resistivity: 3.0 microohm cm
atomic volume: 0.0120 nm^3
current density: 2.0 MA/cm^2
temperature: 500 K
diffusivity: 1.0e-16 m^2/s
effective modulus: 50 GPa
tensile limit: 200 MPa
compressive limit: 400 MPa
initial stress, closed line: 50 MPa
wind force per atom: 3.8452e-16 N
balancing stress gradient G: 32.044 MPa/um
stress diffusivity kappa: 8.6916e-15 m^2/s
closed line: stress difference 300 MPa
  threshold jL: 1872.5 A/cm = 1.8725e+05 A/m
  critical length: 9.362 um
free-edge stripe: stress difference 400 MPa
  threshold jL: 2496.6 A/cm = 2.4966e+05 A/m
  critical length: 12.483 um
upper bound, sum of limits: stress difference 600 MPa
  threshold jL: 3744.9 A/cm = 3.7449e+05 A/m
  critical length: 18.725 um
hopping model, closed line: threshold found | formula
  initial 50 MPa, 500 K: 1872.5 | 1872.5 A/cm
  initial -100 MPa, 500 K: 3744.9 | 3744.9 A/cm
  initial -150 MPa, 500 K: 3120.8 | 3120.8 A/cm
  initial 50 MPa, 400 K: 1872.5 | 1872.5 A/cm
line of 8 um: jL = 1600 A/cm, GL = 256.3 MPa
  closed, zero-flux cathode stress: 178.2 MPa
  closed, zero-flux anode stress: -78.2 MPa
line of 15 um: jL = 3000 A/cm, GL = 480.7 MPa
  closed, zero-flux cathode stress: 290.3 MPa
  closed, zero-flux anode stress: -190.3 MPa
long closed line, L^2/kappa: 7.191 h
long closed line, time to tensile limit: 0.560 h
  simulated cathode stress then: 200.00 MPa
short stripe, anode stress at rest: -256.3 MPa
short stripe, edge shift, formula: 20.51 nm
short stripe, edge shift, simulated: 20.51 nm
drift velocity without back stress: 20.053 nm/h
long stripe, drift velocity, formula: 3.365 nm/h
long stripe, drift, simulated: 3.365 nm/h
\end{verbatim}
